Concerted exchange in silicon: self-diffusion that needs no native defects

**The decision**

A process simulation predicts how a silicon isotope profile spreads while oxidation injects interstitials. Its self-diffusion coefficient is a sum of contributions, and for each one we must decide whether to multiply it by a defect supersaturation. The vacancy and interstitial terms need that factor. The term from Pandey's concerted exchange does not, as long as defects are dilute. To see why, take each contribution alone and then let them act together.

Temperature, stress and Fermi level are held fixed throughout. D is the tracer diffusivity, defined by a mean square displacement 6Dt. The defect site fractions c_V and c_I are numbers of defects per lattice site.

**Contribution 1: exchange in a perfect crystal**

In a concerted exchange two bonded atoms, A and B, rotate about each other and end on each other's sites. Before and after, every site is filled and no atom sits between sites. The two crystals differ only in which atom is where, so the process is a permutation of labels. A labelled atom has moved, yet no defect was needed beforehand and none is left behind. The cost is the energy E of the saddle configuration, with no defect formation energy.

Is that cost affordable? A is bonded to B and to back atoms a1, a2, a3; B is bonded to A and to b1, b2, b3. The exchange must replace all six back bonds, but not all at once:

1. Break A–a1 and B–b1, then form A–b1 and B–a1.
2. Do the same with a2 and b2.
3. Do the same with a3 and b3.

At most two of the seven bonds are missing at any time. If no atom may hold more than four bonds, one missing bond would not suffice: it frees only two bond ends, and these can only rejoin each other. At a rough 2.3 eV per bond, two missing bonds cost 4.6 eV and six would cost 13.8 eV. This count ignores strain and rehybridization, so it gives a scale and not a barrier. I take E = 4.5 eV as an input, roughly the size found in density-functional calculations.

Let ν be the exchange rate of one bond:

ν = ν₀ exp(S/k) exp(−E/kT)

Here ν₀ is an attempt frequency, and the entropy S also absorbs the number of equivalent paths. With cubic lattice constant a, the four bond vectors from a site of the first sublattice are

e₁ = (a/4)(1, 1, 1), e₂ = (a/4)(1, −1, −1), e₃ = (a/4)(−1, 1, −1), e₄ = (a/4)(−1, −1, 1)

Each has squared length d² = 3a²/16, and their sum is zero. From the second sublattice the vectors are reversed, and their sum is again zero. After an exchange the atom sits in the same perfect surroundings as before, with four equally likely exchanges. Each jump therefore has zero mean whatever came earlier, and all cross terms in the mean square displacement vanish. An atom jumps at total rate 4ν, so

6 D_CE = 4ν d² = 4ν (3a²/16) = 3νa²/4

D_CE = a²ν/8

No defect concentration appears.

**Contribution 2: vacancies**

A vacancy exchanges with each of its four neighbours at rate w. Its own steps are uncorrelated, so the same sum gives D_V = a²w/8.

A tracer atom can take such a step only when a given neighbouring site is empty, which has probability c_V. Its steps are also correlated, because just after a jump the vacancy is still adjacent and may undo it. A factor f_V accounts for this:

D(vacancy) = f_V c_V D_V

To find f_V, treat tracer and vacancy as one random process whose state is their relative position and the tracer's sublattice. Let ξ be the x displacement of the tracer in a transition of rate K, and let v = Σ Kξ be its mean velocity in a given state. The squares of single jumps contribute ½⟨Σ Kξ²⟩ to D. Pairs of jumps contribute the time integral of ⟨(jump now)(velocity later)⟩. Every transition has a reverse with equal rate and opposite ξ, so averaging over the state just after the jump turns "jump now" into −v. Hence

D = ½⟨Σ Kξ²⟩ − ∫₀^∞ ⟨v(0) v(t)⟩ dt

The integral follows from one set of linear equations. Solving them for periodic cells of 512 and 1000 sites, and extrapolating linearly in the inverse cell size, gives f_V = 0.500.

**Contribution 3: interstitials**

Here a jump model must be chosen. An interstitial in a tetrahedral interstice can push out one of four lattice neighbours, which then enters one of three other interstices. That makes 12 moves of squared length a²/2. It can also hop directly to one of four interstices at squared distance 3a²/16. With equal rates w for all of these,

D_I = (w/6)(12 × a²/2 + 4 × 3a²/16) = 9a²w/8

The tracer contribution is f_I c_I D_I, and the same method gives f_I = 0.763. Most of this factor is geometry, not correlation. In a push two atoms each move a squared distance 3a²/16, together 3a²/8, while the defect moves a²/2. Without any correlation this gives (12 × 3/8 + 4 × 3/16)/(12 × 1/2 + 4 × 3/16) = 7/9 = 0.778, and correlation multiplies that by only 0.981. The value belongs to the chosen jump model.

**Do the contributions disturb one another?**

Injection multiplies c_V or c_I by a supersaturation s_V or s_I, and the defect terms follow in proportion. D_CE could change only through an interaction between exchange and defects. One such interaction looks dangerous: the vacancy term contains the large rate w, and exchanges can carry the tracer away before the vacancy undoes its jump.

Scaling shows why this is harmless. For one kind of defect, to first order in c,

D = (a²/8)[ν + c g(w, ν)]

Doubling both rates must double D, so g = w G(ν/w). For ν ≪ w, and with G smooth at small argument,

c g ≈ c w [G(0) + G′(0) ν/w] = c w G(0) + c ν G′(0)

The first term is the defect contribution already found. In the second, the large rate w has cancelled, leaving a fraction c G′(0) of D_CE. With β = G′(0) for each defect,

D = D_CE (1 + β_V c_V + β_I c_I) + f_V c_V D_V + f_I c_I D_I

I obtained β by solving the equations with and without exchange at w/ν = 10⁵, with one defect per 1000 sites. The difference between the two diffusivities, divided by D_CE, is 1.00040 for a vacancy and 0.99903 for an interstitial. Subtracting 1 and multiplying by 1000 gives β_V ≈ 0.40 and β_I ≈ −0.97. These are values for one cell size. Larger cells raise β_V from 0.402 to about 0.405 and move β_I by about 0.001.

The signs can be traced. An empty neighbour cannot take part in an exchange, which contributes −1 to β_V; the correlation integral supplies the other +1.40. For interstitials, the −1 arises because a fraction c_I of the atoms is off the lattice and cannot exchange. Correlation adds only about 0.03.

The condition ν ≪ w matters. If w = ν, a vacancy hop is indistinguishable from an exchange with one more atom, and D = a²ν/8 whatever c_V is. The linear formula would wrongly add (0.50 + 0.40)c_V to D/D_CE.

**Weighing the terms in silicon at 1273 K**

The inputs are rough typical values: a = 0.543 nm, kT = 0.1097 eV, ν₀ = 10¹³ s⁻¹ and S = 3k. Then

ν = 10¹³ × exp(3 − 4.5/0.1097) = 3.07 × 10⁻⁴ s⁻¹

D_CE = (5.43 × 10⁻⁸ cm)² × 3.07 × 10⁻⁴ s⁻¹ / 8 = 1.13 × 10⁻¹⁹ cm²/s

An atom waits on average 1/(4ν) = 814 s between exchanges. In 24 h this mechanism alone spreads a profile by √(2Dt) = 1.4 nm.

For the defects, c = exp(S_f/k − E_f/kT), and the diffusivity is a prefactor times exp(−E_m/kT).

- Vacancies: E_f = 3.7 eV, S_f = 8k, E_m = 0.5 eV and prefactor 10⁻³ cm²/s give c_V = 6.7 × 10⁻¹² and D_V = 1.05 × 10⁻⁵ cm²/s. Their term is 3.5 × 10⁻¹⁷ cm²/s.
- Interstitials: E_f = 3.8 eV, S_f = 10k, E_m = 1.0 eV and prefactor 0.1 cm²/s give c_I = 2.0 × 10⁻¹¹ and D_I = 1.10 × 10⁻⁵ cm²/s. Their term is 1.67 × 10⁻¹⁶ cm²/s.

The total is 2.02 × 10⁻¹⁶ cm²/s. The shares are φ_I = 0.826, φ_V = 0.174 and φ_CE = 5.6 × 10⁻⁴. In this model exchange is possible but minor, although its 4.5 eV lies below the 4.8 eV (formation plus migration) of the interstitial route. The larger interstitial prefactor outweighs that advantage. With the other inputs fixed, E would have to fall to 3.68 eV for exchange to equal the two defect terms together.

Now inject defects. If vacancies and interstitials recombine fast enough to keep s_I s_V = 1,

D/D_eq = φ_I s_I + φ_V/s_I + φ_CE

- For s_I = 10: 8.256 + 0.017 + 0.001 = 8.274. D_CE changes by a fraction −1.8 × 10⁻¹⁰.
- For s_V = 10: 0.083 + 1.74 + 0.0006 = 1.82. D_CE changes by a fraction 4 × 10⁻¹¹.

These tiny shifts refer only to the part of D proportional to ν. The first-order formula drops terms of order c²w, which are larger here. At s_I = 10, with c_I the injected fraction, f_I c_I² D_I is about 3 × 10⁻⁶ of D_CE. Such terms belong to the defect contributions and change them by a fraction of order c, so they too are negligible. In both examples the total rises while D_CE barely changes, so exchange takes a smaller share. Weaker vacancy injection can instead lower the total, as the minimum below shows.

As s_I is varied, D passes through a minimum, and this floor is not the exchange term. Setting the derivative φ_I − φ_V/s_I² to zero gives s_I = √(φ_V/φ_I) = 0.459, where

(D/D_eq)min = φ_CE + 2√(φ_I φ_V) = 0.758

Nearly all of this floor comes from defects, since suppressing one kind raises the other. Exchange would stand alone only if both kinds were depleted together, which s_I s_V = 1 forbids.

**Where the insensitivity ends**

*High concentration.* With these β, a direct change of 1% in D_CE needs a site fraction near 1 × 10⁻² of interstitials or 2.5 × 10⁻² of vacancies. Defects that dense interact and cluster, so the dilute formula is then doubtful.

*Assisted exchange.* A defect may lower the barrier of nearby exchanges. An interstitial has four lattice neighbours with four bonds each, and none of these 16 bonds is shared. A crystal has two bonds per site, so a fraction 8c_I of all bonds is affected. If their exchange rate rises by a factor r, still far below w, D_CE gains a fraction of about 8c_I(r − 1); the linear equations give a coefficient of 8.1. For tenfold injected interstitials and a barrier lowered by 1 eV, the gain is 1.5 × 10⁻⁵. A gain of 1% needs a lowering of 1.72 eV. Such events scale with c_I and belong with the defect-mediated terms.

*Other neglected effects.* Suppose the injected interstitials press on a constrained crystal of bulk modulus 100 GPa, with one atomic volume each for defect and saddle. D_CE then changes by a fraction of about 2 × 10⁻⁸. A leading-order tunnelling correction, with ν₀ as the saddle frequency, is 0.6%. The barrier matters far more: an error of 0.3 eV changes D_CE by a factor of 15.

**Beside real silicon**

Measured self-diffusion near this temperature is roughly 10⁻¹⁶ cm²/s, the same order as the model total. The separate defect concentrations and diffusivities are much less certain than their products, and φ_CE inherits the barrier error. Real wafers can break s_I s_V = 1 when recombination is slow. If s_I stayed at 1 while s_V rose to 10, D/D_eq would be 0.826 + 1.738 + 0.001 = 2.56 instead of 1.82. That alters the defect terms; the simulation should still leave D_CE unscaled, provided defects remain dilute and do not strongly assist exchange.
